# Longitudinal relaxation in the Landau-Lifshitz-Bloch equation from a mean-field Fokker-Planck equation, part 2

How fast does the magnetization of a large set of classical spins relax in contact with a heat bath? The first derivation linearized the Fokker-Planck equation; the second, given here, uses moments. The algebra uses atomic units with $k_B=1$; numbers are in K, T and ps.

A spin has moment $\mu$ and direction $\mathbf N$, a unit vector, with $\mathbf m=\langle\mathbf N\rangle$ of length $m$. In an applied field $\mathbf B$ the mean field is $\mathbf B_{MF}=\mathbf B+J_0\mathbf m/\mu$, where $J_0=3T_c$ and $T_c$ is the Curie temperature. With gyromagnetic ratio $\gamma$, bath coupling $\lambda$ and white noise $\boldsymbol\zeta$,

$$\frac{d\mathbf N}{dt}=-\gamma\,\mathbf N\times(\mathbf B_{MF}+\boldsymbol\zeta)-\gamma\lambda\,\mathbf N\times(\mathbf N\times\mathbf B_{MF}).$$

Noise alone gives $d\langle\mathbf N\rangle/dt=-2D\mathbf m$, with $D=\gamma\lambda T/\mu$.

Let $x$ be the component of $\mathbf N$ along the common axis of field and magnetization. Its density $f$ obeys, with $\xi_0=\mu B_{MF}/T$,

$$\frac{\partial f}{\partial t}=D\frac{\partial}{\partial x}\left\{(1-x^2)\left[\frac{\partial f}{\partial x}-\xi_0f\right]\right\}. \tag{1}$$

A density $e^{\xi x}/Z(\xi)$, normalized by $Z$, has mean $L(\xi)=\coth\xi-1/\xi=\xi/3-\xi^3/45+\dots$ and $\langle1-x^2\rangle=2L(\xi)/\xi$. Equilibrium, $f_0$, has $\xi=\xi_e$ and $m_e=L(\xi_e)$. With $L'=L'(\xi_e)$, stability requires $\kappa=J_0L'/T<1$, and $\chi=dm_e/dB=(\mu/T)L'/(1-\kappa)$.

After a small field is removed, the deviation $\delta m$ initially decays at the rate

$$\Gamma=2D\,\frac{m_e}{\xi_e}\,\frac{1-\kappa}{L'(\xi_e)} . \tag{5}$$

This equals $\gamma\alpha_\parallel/\chi$ with $\alpha_\parallel=2\lambda m_e/\xi_e$; the numerical output calls it the LLB (Landau-Lifshitz-Bloch) rate. The slowest rate $\Gamma_1$ and the integral time $\tau_{int}$, the area under $\delta m(t)/\delta m(0)$, satisfy

$$\Gamma_1\le\frac1{\tau_{int}}\le\Gamma . \tag{7}$$

Write $y=x-m_e$, $f=f_0(1+\phi)$ and $(g,h)=\langle gh\rangle_0$, an average over $f_0$. Relaxation in a fixed field is described by

$$\hat Rg=-\frac{D}{f_0}\frac{d}{dx}\left[(1-x^2)f_0\frac{dg}{dx}\right].$$

Equality holds in (7) when $y$ is an eigenfunction of $\hat R$: exactly for $B=0$ above $T_c$, and in the limits of $T_c$ approached from below and of large $\xi_e$.

The example has $T_c=700$ K, $T=650$ K, $\lambda=0.1$, $B=0$ and $\mu$ equal to 3 Bohr magnetons.

### The moment equation

The second derivation neither linearizes nor fixes the direction of the field. Averaging the equation of motion, with the damping term written as $\gamma\lambda[\mathbf B_{MF}-\mathbf N(\mathbf N\cdot\mathbf B_{MF})]$, gives

$$\frac{d\mathbf m}{dt}=-\gamma\,\mathbf m\times\mathbf B_{MF}+\gamma\lambda\left\langle\mathbf B_{MF}-\mathbf N(\mathbf N\cdot\mathbf B_{MF})\right\rangle-2D\,\mathbf m . \tag{8}$$

This is exact within the mean-field model, but it is not closed, because it contains the second moments $\langle N_iN_j\rangle$. Their equation contains third moments, and so on.

The closure is to assume that at every moment the distribution has the form it would have in equilibrium in some field:

$$f(\mathbf N)\propto e^{\boldsymbol\xi\cdot\mathbf N},\qquad \boldsymbol\xi=\xi\,\mathbf n,\qquad \mathbf m=L(\xi)\,\mathbf n .$$

The vector $\boldsymbol\xi(t)$ is a parameter fixed by $\mathbf m(t)$. It differs from the actual reduced field $\mu\mathbf B_{MF}/T$ unless the system is in equilibrium.

Let $r=m/\xi$. Along $\mathbf n$ the second moment is $\langle x^2\rangle=1-2r$. The two perpendicular directions are equivalent and share the remainder $2r$, so each has second moment $r$. In tensor form,

$$\langle N_iN_j\rangle=r\,\delta_{ij}+(1-3r)\,n_in_j .$$

Split the field as $\mathbf B_{MF}=B_\parallel\mathbf n+\mathbf B_\perp$. The average in equation (8) is then

$$\left\langle\mathbf B_{MF}-\mathbf N(\mathbf N\cdot\mathbf B_{MF})\right\rangle=2r\,B_\parallel\mathbf n+(1-r)\,\mathbf B_\perp .$$

### The longitudinal term

The part of equation (8) along $\mathbf n$ is $2\gamma\lambda rB_\parallel-2Dm$. Since $m=r\xi$ and $D=\gamma\lambda T/\mu$, the loss term is $2Dm=2\gamma\lambda r\,T\xi/\mu$. Both terms carry the factor $2\gamma\lambda r$, and

$$\left.\frac{d\mathbf m}{dt}\right|_\parallel=\gamma\alpha_\parallel\,\frac{(\mathbf m\cdot\mathbf B_{eff})\,\mathbf m}{m^2},\qquad
\alpha_\parallel=\frac{2\lambda L(\xi)}{\xi},\qquad
\mathbf B_{eff}=\mathbf B_{MF}-\frac T\mu\,\boldsymbol\xi . \tag{9}$$

This is the longitudinal term of the Landau-Lifshitz-Bloch equation. The magnetization grows when the mean field exceeds the field $T\xi/\mu$ that would hold the present value of $m$ in equilibrium, and it shrinks in the opposite case.

For the perpendicular part, $\mathbf m\times(\mathbf m\times\mathbf B_{MF})=-m^2\mathbf B_\perp$. The transverse damping is therefore

$$-\gamma\alpha_\perp\,\frac{\mathbf m\times(\mathbf m\times\mathbf B_{eff})}{m^2},\qquad \alpha_\perp=\lambda(1-r).$$

Here $\mathbf B_{MF}$ may be replaced by $\mathbf B_{eff}$ because they differ by a vector along $\mathbf m$. Within this closure and with isotropic exchange, the applied field alone drives precession and transverse damping, while the exchange field acts only on the length of $\mathbf m$.

### The effective field as a thermodynamic force

For $\mathbf B$ along $\mathbf m$, the mean-field free energy per spin is

$$F(m)=-\tfrac12J_0m^2-\mu Bm+T\langle\ln f\rangle .$$

The factor $\tfrac12$ avoids counting each pair twice. For the assumed density, $\langle\ln f\rangle=\xi m-\ln Z(\xi)$. Its derivative with respect to $m$ is $\xi+(m-L(\xi))\,d\xi/dm=\xi$, because $d\ln Z/d\xi=L(\xi)=m$. Hence

$$-\frac1\mu\frac{dF}{dm}=B+\frac{J_0m}{\mu}-\frac{T\xi}{\mu}=B_{eff}.$$

At constant $B$ and $T$ it follows that $dF/dt=-\mu\gamma\alpha_\parallel B_{eff}^2\le0$. The longitudinal term moves $m$ towards a minimum of the free energy.

### Near equilibrium

At equilibrium $B_{eff}=0$. For $m=m_e+\delta m$ the parameter changes by $\delta\xi=\delta m/L'(\xi_e)$, so

$$\delta B_{eff}=\left(\frac{J_0}{\mu}-\frac{T}{\mu L'}\right)\delta m=-\frac{T(1-\kappa)}{\mu L'}\,\delta m=-\frac{\delta m}{\chi}.$$

Inserted into (9) this gives $d\,\delta m/dt=-(\gamma\alpha_\parallel/\chi)\,\delta m$, which is the result of the first derivation. The factor $\alpha_\parallel$ may be taken at equilibrium, because its change multiplies a field that is already of first order.

For $B=0$ below $T_c$ a convenient form of the field is

$$\mathbf B_{eff}\simeq\frac{\mathbf m}{2\chi}\left(1-\frac{m^2}{m_e^2}\right),\qquad \alpha_\parallel\simeq\frac{2\lambda T}{3T_c}. \tag{10}$$

Setting $m=m_e+\delta m$ gives $1-m^2/m_e^2=-2\delta m/m_e$ to first order, and the field becomes $-\delta m/\chi$ as required. The form is odd in $\mathbf m$, as symmetry demands, but in general its second-order term differs from that of (9).

Close to $T_c$ the agreement is better. Inverting the series of $L$ gives $\xi=3m+\tfrac95m^3+\dots$, so that

$$\mu B_{eff}=3(T_c-T)\,m-\tfrac95Tm^3 .$$

Below $T_c$ this vanishes at $m_e^2=\tfrac53(T_c-T)/T$, and $\chi\simeq\mu/[6(T_c-T)]$ to leading order. Substitution reproduces (10) for all $m$ up to the order of $m_e$. Above $T_c$, where $\chi=\mu/[3(T-T_c)]$, the same series gives

$$B_{eff}\simeq-\frac m\chi\left(1+\frac35\,\frac{T}{T-T_c}\,m^2\right).$$

### What each derivation assumes

Both derivations rest on the same model: classical spins, a mean field, white noise, isotropic exchange and a bath at a fixed temperature. They differ in what they add.

The first assumes that the deviation from equilibrium is small. It makes no assumption about how the shape of the distribution evolves. It therefore delivers the spectrum, the integral time and the inequality (7), and it shows that a single rate is an approximation between the limits found above. It gives no nonlinear field and no transverse term.

The second admits large deviations and any direction of the field, but it forces the distribution to remain in the exponential family. Its output is a closed equation for $\mathbf m$, and it contains no measure of its own error.

They agree on $\Gamma$ for a definite reason. Removing a field leaves a distribution that belongs to the exponential family, so the closure is exact at that moment. If the removed field was small, the true distribution later leaves the family unless $y$ is an eigenfunction, and the true decay becomes slower than the closure predicts.

The same argument covers a sudden change of temperature at $B=0$. The equilibrium distribution at the old temperature is exponential in $x$, so (9), evaluated at the new temperature, gives the exact initial $dm/dt$ in this model even for a large change.

Other preparations can defeat any equation for $m$ alone. A disturbance $\phi$ orthogonal to $y$ has $\delta m=0$, yet $d\,\delta m/dt=-(\hat Ry,\phi)$, where $\hat R$ is the fixed-field relaxation operator. This need not vanish if $\hat Ry$ is not proportional to $y$. The magnetization can then start to move from its equilibrium value.

Linearization itself fails as $\kappa\to1$, where $\chi$ diverges and the restoring force vanishes. This happens at $T_c$, and also when an opposing field reaches the limit at which the length of $\mathbf m$ is no longer stable. The second case requires an anisotropy that holds the direction of $\mathbf m$. In the isotropic model used here, a magnetization opposed to the field is already unstable against rotation.

### Worked example

The parameters are round values in the rough regime of an FePt medium for heat-assisted recording: $T_c=700$ K, $\mu$ equal to 3 Bohr magnetons, $\lambda=0.1$ and $T=650$ K, with $B=0$. Then $J_0/T=3\times700/650=3.231$. The self-consistent solution is $\xi_e=1.092$ and $m_e=1.092/3.231=0.338$, with $L'=0.2667$. The stability factor is

$$1-\kappa=1-3.231\times0.2667=0.138 .$$

The diffusion rate is $D=5.68$ ps$^{-1}$, and equation (5) gives

$$\Gamma=2\times5.68\times\frac{0.338}{1.092}\times\frac{0.1383}{0.2667}=1.82\ \text{ps}^{-1}.$$

The corresponding time is 0.548 ps, or about $2.27\times10^4$ atomic units. The other route uses $\alpha_\parallel=2\times0.1\times650/(3\times700)=0.0619$ and $\chi=0.00598$ T$^{-1}$ and leads to the same rate. The integral time is 0.561 ps and the slowest mode has 0.562 ps, in the order required by (7). The slowest rate is 2.4 % below $\Gamma$.

With $\lambda$, $\mu$ and $T_c$ held fixed, the times vary with temperature as follows.

| $T$ (K) | $m_e$ | $1/\Gamma$ (ps) | slowest mode (ps) |
|---|---|---|---|
| 300 | 0.827 | 0.050 | 0.054 |
| 500 | 0.6345 | 0.119 | 0.130 |
| 650 | 0.338 | 0.548 | 0.562 |
| 690 | 0.154 | 2.84 | 2.85 |
| 750 | 0 | 1.14 | 1.14 |

A larger disturbance tests the nonlinear forms. Starting at 650 K from an exponential distribution with $m=m_e/2$, the closure (9) departs from the full Fokker-Planck solution by at most 0.0010 in $m$, and the form (10) by at most 0.0028. Relative to $m_e$ these are 0.3 % and 0.8 %. For growth from very small $m$, (9) gives the rate $2D(T_c/T-1)=0.87$ ps$^{-1}$, while (10) gives $\Gamma/2=0.91$ ps$^{-1}$, about 4 % too fast.

### The model beside a real medium

FePt media are strongly anisotropic, their grains are a few nanometres wide, and their bath temperature changes during writing. The value of $\lambda$ is uncertain, and the computed rates are proportional to it when the other parameters are fixed. The times above are therefore model results, not measured ones. The following estimates hold at 650 K.

A single-ion easy-axis anisotropy, an energy $-KN_z^2$ with $K=1$ meV per spin and $J_0$ unchanged, raises the slowest rate by 6 %. Nearly all of this comes from a rise of the Curie temperature by about 3 K. If $J_0$ is reduced to keep $T_c$ at 700 K, the rate changes by less than 1 %. A field of 1 T along $\mathbf m$, without anisotropy, raises the slowest rate by about 6 %. During cooling at 0.5 K/ps, $m$ lags behind equilibrium by roughly $|dm_e/dT|$ times the cooling rate times the relaxation time. This is $0.00324\times0.5\times0.562=0.0009$, or 0.3 % of $m_e$. The estimate does not apply close to $T_c$, where the relaxation time diverges and the lag can become as large as $m_e$ itself.

The assumption of white noise is less secure. The mean field is 352 T, and in 10 fs, taken as a rough correlation time of the bath, a spin precesses through 0.62 rad. Longitudinal relaxation draws on transverse noise at the precession frequency. For exponentially correlated noise its power there is reduced by $1/(1+0.62^2)=0.72$. If the damping falls in step with the noise, the rate is lower by about 28 %.

Quantum spins change the equilibrium input. For spin 3/2 with the same $T_c$, mean-field theory gives $m_e=0.409$ instead of 0.338 and $\chi=0.0099$ T$^{-1}$ instead of 0.0060 T$^{-1}$. The larger $\chi$ does not by itself mean slower relaxation, because $\alpha_\parallel$ also changes for a quantum spin. Its quantum form is not derived here.

A finite grain fluctuates. The weight of a value $m$ in a grain of $n$ spins is $e^{-nF(m)/T}$ to leading order in $1/n$, and $F''=\mu/\chi$ at the minimum, so the variance of $m$ is $T\chi/(\mu n)$. A grain 6 nm wide and 8 nm high, with 0.028 nm$^3$ per spin, has about 8100 spins. The rms fluctuation is 0.015, or 4.6 % of $m_e$. A single grain therefore scatters about the deterministic curve by more than the error of the closure.

Finally, the mean field omits spin correlations. For nearest-neighbour exchange on a simple cubic lattice, the spherical model, itself an approximation, places $T_c$ at 0.66 of the mean-field value. Choosing $J_0$ to match a given $T_c$ corrects the temperature scale but not the neglected critical fluctuations, so the computed rates very close to $T_c$ remain unreliable. The numerical output below gives the remaining values.

## Numbers as computed

```
INPUT (rough, FePt-like recording medium)
Curie temperature Tc = 700 K, T = 650 K
moment mu = 3 Bohr magnetons, lambda = 0.1
exchange J0 = 3 kB Tc = 0.1810 eV
EQUILIBRIUM AND RATES AT T
T/Tc = 0.9286, J0/(kB T) = 3.2308
reduced field xi = 1.0920, m_e = 0.3380
Langevin slope = 0.2667
stability 1 - J0 L'/(kB T) = 0.1383
mean field xi kB T/mu = 352.2 T
chi = dm/dB = 0.00598 1/T
alpha_par = 0.06190
diffusion rate D = 5.680 1/ps
LLB rate Gamma = 1.8235 1/ps
LLB time 1/Gamma = 0.5484 ps
  the same = 22672 atomic units of time
integral time = 0.5611 ps
slowest-mode time = 0.5618 ps
slowest rate below LLB rate by 2.391 %
TABLE: T (K), m_e, chi (1/T), LLB time (ps), slowest (ps)
300  0.8274  0.00025  0.0502  0.0544
500  0.6345  0.00100  0.1188  0.1303
600  0.4681  0.00264  0.2620  0.2750
650  0.3380  0.00598  0.5484  0.5618
690  0.1537  0.03283  2.8376  2.8512
750  0.0000  0.01343  1.1444  1.1444
VALIDITY OF ONE RATE
largest rate error in scan = 10.69 % at T/Tc = 0.58
rate error at T/Tc = 0.10: 0.133 %
rate error at T/Tc = 0.98: 0.6681 %
rate ratio at T/Tc 0.999 and 1.001 = 2.0045
RECOVERY FROM m_e/2, largest error in m
local-equilibrium closure: 0.000958
LLB term with cubic field: 0.002836
NEGLECTED EFFECTS AT T
anisotropy 1 meV per spin: slowest rate +6.0 %
field 1 T along m: slowest rate +5.7 %
quantum spin 3/2: m_e = 0.4086, chi = 0.00989 1/T
grain 6 nm wide, 8 nm high, 0.028 nm^3 per spin
spins in grain = 8078, rms of m = 0.0154
rms of m over m_e = 4.6 %
lattice integral (simple cubic) = 1.5164
spherical-model Tc / mean-field Tc = 0.6595
dm_e/dT = -0.00324 1/K
lag of m when cooling at 0.5 K/ps = 0.00091
precession angle in 10 fs = 0.620 rad
noise power factor 1/(1+angle^2) = 0.722
```
